# Flat Landau Bands in a Weak Periodic Modulation and Weiss Oscillations

## Definitions and conventions

Electrons of charge $-e$ and effective mass $m$ move in the $xy$ plane, with a magnetic field $B>0$ along $z$ and a potential energy periodic in $x$ with period $a$:

$$V(x)=V_0\cos Kx,\qquad K=\frac{2\pi}{a}.$$

Interactions between electrons and the Zeeman energy are left out; spin enters as a factor of two in the density of states. Define

$$\omega=\frac{eB}{m},\quad l^2=\frac{\hbar}{eB},\quad X=\frac{K^2l^2}{2},\quad \nu=n+\tfrac12,\quad R=l\sqrt{2n+1}.$$

$R$ is the radius of the classical orbit with energy $\hbar\omega\nu$, since $\tfrac12m\omega^2R^2=\hbar\omega\nu$. The orbit size enters through

$$s=KR=2\sqrt{\nu X},\qquad \frac{2R}{a}=\frac{s}{\pi}.$$

In the gauge $\mathbf A=(0,Bx,0)$ the Hamiltonian is $(\mathbf p+e\mathbf A)^2/2m+V(x)$. It does not contain $y$, so $\psi=e^{ik_yy}\varphi(x)$ with $k_y$ conserved. Because $\hbar k_y+eBx=eB(x-x_0)$ with $x_0=-l^2k_y$,

$$H=\frac{p_x^2}{2m}+\frac{m\omega^2}{2}(x-x_0)^2+V_0\cos Kx. \tag{1}$$

Without modulation the energies $\hbar\omega\nu$ do not depend on the orbit centre $x_0$.

## Theorem

**(a) Bands.** For $|V_0|\ll\hbar\omega$, to first order in $V_0$,

$$E_n(x_0)=\hbar\omega\nu+V_0U_n\cos Kx_0,\qquad U_n=e^{-X/2}L_n(X), \tag{2}$$

with $L_n$ the Laguerre polynomial. The full bandwidth is $2|V_0U_n|$.

**(b) Flat bands.** For $n\to\infty$ at fixed $s$, $U_n\to J_0(s)$. The first-order width then vanishes at the zeros of the Bessel function $J_0$, which for large $j$ lie at

$$2R=\left(j-\tfrac14\right)a,\qquad j=1,2,\dots \tag{3}$$

**(c) Resistance.** Let the electrons at the Fermi energy $E_F$ move classically, with isotropic scattering that is uniform in space with time $\tau$, and let $\omega\tau\gg1$. Both $\tau$ and the density of states are taken to be smooth in energy, without Landau-level structure. With Fermi velocity $v_F$, mean free path $\lambda=v_F\tau$ and $R=\hbar k_F/(eB)$, to leading order in $V_0$ and $1/\omega\tau$,

$$\frac{\Delta\rho_{xx}}{\rho_0}=\left(\frac{V_0K\lambda}{2E_F}\right)^2\frac{J_0^2(KR)}{1-J_0^2(KR)}. \tag{4}$$

The minima are at the flat-band condition. They recur in $1/B$ with a period that tends to $ea/(2\hbar k_F)$.

## Lemma 1: the matrix element

At fixed $k_y$ the unperturbed levels are separated by $\hbar\omega$, and $V$ does not mix different $k_y$. Nondegenerate perturbation theory therefore applies, and the shift is $\langle n|V|n\rangle$.

Let $\xi=x-x_0=(l/\sqrt2)(b+b^\dagger)$, so that $K\xi=\sqrt X(b+b^\dagger)$. The operators $P=i\sqrt X\,b^\dagger$ and $Q=i\sqrt X\,b$ have the commutator $[P,Q]=-X[b^\dagger,b]=X$, a number. Hence $e^{P+Q}=e^Pe^Qe^{-[P,Q]/2}$ gives

$$e^{iK\xi}=e^{-X/2}e^{i\sqrt Xb^\dagger}e^{i\sqrt Xb}.$$

Since $b^k|n\rangle=\sqrt{n!/(n-k)!}\,|n-k\rangle$,

$$e^{i\sqrt Xb}|n\rangle=\sum_{k=0}^n\frac{(i\sqrt X)^k}{k!}\sqrt{\frac{n!}{(n-k)!}}\,|n-k\rangle .$$

The left factor acting on $\langle n|$ gives the same coefficients with $\langle n-k|$. Orthogonality leaves equal $k$, and $(i\sqrt X)^{2k}=(-X)^k$:

$$\langle n|e^{iK\xi}|n\rangle=e^{-X/2}\sum_{k=0}^n\frac{(-X)^k\,n!}{(k!)^2(n-k)!}=e^{-X/2}L_n(X). \tag{5}$$

Finally $\cos Kx=\cos Kx_0\cos K\xi-\sin Kx_0\sin K\xi$. The second term is odd in $\xi$ and has zero expectation value; the first gives (2). This proves (a).

**Remark.** $L_0=1$, so the lowest level has no flat band; $L_n$ has $n$ positive zeros. At such a zero the band is flat to first order, not necessarily beyond it. Diagonalizing (1) for $n=17$ at the second zero gives a remaining width that grows by a factor 4.000 when $V_0$ is doubled, as a second-order term should.

## Lemma 2: the classical limit

Insert $X=s^2/(4\nu)$ in (5). For fixed $k$,

$$X^k\frac{n!}{(n-k)!}=\left(\frac{s^2}{4}\right)^k\frac{n(n-1)\cdots(n-k+1)}{\nu^k}\longrightarrow\left(\frac{s^2}{4}\right)^k .$$

The last fraction never exceeds one, so the terms are bounded by those of the convergent series $\sum_k(s^2/4)^k/(k!)^2$. The limit may be taken term by term, uniformly on any finite range of $s$. Also $e^{-X/2}\to1$. Thus

$$U_n\to\sum_{k=0}^\infty\frac{(-s^2/4)^k}{(k!)^2}=J_0(s). \tag{6}$$

The same series is the average of the modulation over a classical orbit $x=x_0+R\cos\theta$. Expanding the cosine and using $\langle\cos^{2k}\theta\rangle=(2k)!/[4^k(k!)^2]$,

$$\frac1{2\pi}\int_{-\pi}^{\pi}\cos(s\cos\theta)\,d\theta=\sum_k\frac{(-1)^ks^{2k}}{(2k)!}\frac{(2k)!}{4^k(k!)^2}=J_0(s). \tag{7}$$

In this limit a flat band is therefore one whose orbit averages the modulation to zero wherever its centre lies; at finite $n$ the two conditions differ by the correction of Lemma 3.

**The quarter period.** For $s\gg1$ the integral of $e^{is\cos\theta}$ comes mainly from the two orbit edges, where $\cos\theta$ is stationary. Near $\theta=0$, $\cos\theta\approx1-\theta^2/2$, and the Gaussian integral is $\sqrt{2\pi/s}\,e^{i(s-\pi/4)}$. The edge at $\theta=\pi$ gives the complex conjugate. Dividing the sum by $2\pi$,

$$J_0(s)\approx\sqrt{\frac{2}{\pi s}}\cos\left(s-\frac\pi4\right). \tag{8}$$

The zeros satisfy $s-\pi/4=\pi/2+(j-1)\pi$, or $s=\pi(j-\tfrac14)$. Since $2R/a=s/\pi$, this is (3), and (b) is proved. Without the phases $\mp\pi/4$ of the two edges the zeros would lie at $2R=(j-\tfrac12)a$; the phases move them up by a quarter period.

## Lemma 3: corrections to the quarter rule

Let $c_k$ be the coefficient of $X^k$ in $L_n$. From (5), $(k+1)^2c_{k+1}+(n-k)c_k=0$, which is the coefficient form of

$$XL_n''+(1-X)L_n'+nL_n=0.$$

Put $L_n=e^{X/2}U$, so that $L_n'=e^{X/2}(U'+U/2)$ and $L_n''=e^{X/2}(U''+U'+U/4)$. Collecting terms,

$$XU''+U'+\left(\nu-\frac X4\right)U=0.$$

Multiply by $X$. The derivative terms become $(X\,d/dX)^2U$, and $X\,d/dX=(s/2)\,d/ds$ because $s\propto\sqrt X$. With $\nu X=s^2/4$ and $X^2/4=s^4/(64\nu^2)$, division by $s^2/4$ gives

$$U_{ss}+\frac{U_s}{s}+\left(1-\frac{s^2}{16\nu^2}\right)U=0. \tag{9}$$

This is the Bessel equation apart from the last term. For an orbit of wavenumber $k=R/l^2$, $s/(4\nu)=Kl^2/(2R)=K/(2k)$. The classical picture thus needs a modulation that is smooth on the scale of the electron wavelength. For orbits that span many periods, the accumulated phase shift found below must be small as well.

Setting $w=\sqrt s\,U$ removes the first derivative:

$$w_{ss}+\left(1+\frac1{4s^2}-\frac{s^2}{16\nu^2}\right)w=0.$$

For large $s$ and $s\ll4\nu$ the phase of $w$ is the integral of the square root of the bracket. To first order in the small terms, with the constant taken from (8), it is

$$s-\frac\pi4-\frac1{8s}-\frac{s^3}{96\nu^2}.$$

Setting this equal to $(j-\tfrac12)\pi$ and solving by one iteration,

$$\frac{2R}{a}\approx j-\frac14+\frac{1}{8\pi^2(j-\frac14)}+\frac{\pi^2(j-\frac14)^3}{96\nu^2}. \tag{10}$$

The first correction matters for small orbits. The second belongs to finite $n$ and grows with $j$, so at a fixed level the quarter rule does not improve indefinitely as $j$ increases.

The largest difference between $U_n$ and the orbit average for $0.1\le s\le10$ is $1.9\times10^{-3}$ at $n=30$ and $4.9\times10^{-4}$ at $n=60$. The ratio is close to $(60.5/30.5)^2=3.93$, as the $1/\nu^2$ term in (9) suggests.

## Lemma 4: the drift velocity

With $dx_0/dk_y=-l^2$ and $l^2/\hbar=1/(eB)$, the group velocity of the band (2) is

$$v_y=\frac1\hbar\frac{dE_n}{dk_y}=-\frac{l^2}{\hbar}\left(-V_0KU_n\sin Kx_0\right)=\frac{V_0K}{eB}U_n\sin Kx_0. \tag{11}$$

It is also the expectation value of the velocity operator $(\hbar k_y+eBx)/m=\omega(x-x_0)$, because $\partial H/\partial k_y$ is $\hbar$ times that operator. The modulation displaces the electron slightly from the centre of its parabola, and $\omega$ times the mean displacement is the drift velocity. A test by diagonalization at $n=5$ confirms the sign and size of the displacement within 1%.

Classically, (11) is the drift in crossed electric and magnetic fields, with the force averaged over the orbit. In a flat band it vanishes for every $x_0$.

## Proof of (c)

**Diffusion.** Between collisions $x_0$ is fixed and the electron drifts along $y$ with velocity (11), where $U_n$ is now $J_0(s)$ at the Fermi energy. A collision changes the direction of motion but not the position, so

$$x_0'=x_0+R\cos\theta-R\cos\theta'.$$

For $\omega\tau\gg1$ the angle $\theta$ before the collision is uniformly distributed; for isotropic scattering so is $\theta'$, independently. By (7), averaging gives $\langle e^{iKx_0'}\rangle=J_0^2e^{iKx_0}$. After $N$ collisions the factor is $J_0^{2N}$. The number of collisions in time $t$ has a Poisson distribution with mean $t/\tau$, hence

$$\sum_N e^{-t/\tau}\frac{(t/\tau)^N}{N!}J_0^{2N}=e^{-(1-J_0^2)t/\tau}.$$

With $\langle\sin^2Kx_0\rangle=\tfrac12$, the time integral of the velocity correlation is

$$\Delta D_{yy}=\frac12\left(\frac{V_0K}{eB}\right)^2\frac{\tau J_0^2}{1-J_0^2}. \tag{12}$$

Collisions also move the orbit centre along $y$, by $R(\sin\theta-\sin\theta')$. These jumps are uncorrelated with the drift: averages such as $\langle\sin\theta'\,e^{-is\cos\theta'}\rangle$ vanish under $\theta'\to-\theta'$.

**Resistivity.** Let $\sigma_0$ be the conductivity at $B=0$, $V_0=0$, and $D_0=v_F^2\tau/2$ the corresponding diffusion constant. The Einstein relation with the smoothed density of states gives $\Delta\sigma_{yy}/\sigma_0=\Delta D_{yy}/D_0$. With $\mu=\omega\tau$, the unmodulated tensor is

$$\sigma_{xx}=\sigma_{yy}=\frac{\sigma_0}{1+\mu^2},\qquad |\sigma_{xy}|=\frac{\sigma_0\mu}{1+\mu^2},\qquad \sigma_{yx}=-\sigma_{xy}.$$

Its determinant is $\sigma_{xx}\sigma_{yy}+\sigma_{xy}^2=\sigma_0^2/(1+\mu^2)$. The changes of $\sigma_{xx}$ and $\sigma_{xy}$ are taken to contribute only at higher order in $1/\omega\tau$; this is not derived here, but the numerical test below bears it out. Differentiating $\rho_{xx}=\sigma_{yy}/(\sigma_{xx}\sigma_{yy}+\sigma_{xy}^2)$ with respect to $\sigma_{yy}$,

$$\Delta\rho_{xx}=\frac{\sigma_{xy}^2}{(\sigma_{xx}\sigma_{yy}+\sigma_{xy}^2)^2}\Delta\sigma_{yy}=\frac{\mu^2}{\sigma_0^2}\Delta\sigma_{yy}.$$

Since $\rho_0=1/\sigma_0$, the relative change is $\mu^2\Delta D_{yy}/D_0$. Inserting (12) and $\omega/(eB)=1/m$,

$$\frac{\Delta\rho_{xx}}{\rho_0}=\left(\frac{V_0K\tau}{mv_F}\right)^2\frac{J_0^2}{1-J_0^2}.$$

With $mv_F=2E_F/v_F$ this is (4). Extra conduction along $y$ thus appears as extra resistance along $x$, because the Hall conductivity dominates the tensor. The right side of (4) increases with $J_0^2$ and vanishes at its zeros. These are spaced by nearly $\pi$ in $s=K\hbar k_F/(eB)$, so the period is

$$\Delta\left(\frac1B\right)=\frac{\pi e}{\hbar k_FK}=\frac{ea}{2\hbar k_F}. \tag{13}$$

This completes the proof.

**Test.** The classical Boltzmann equation was solved numerically for the full motion in the modulated potential, without a drift formula. At $V_0/E_F=0.01$ and $\omega\tau=50$ its $\Delta\rho_{xx}$ agrees with (4) within 3% at the first two maxima after $s=0$. The change of $\rho_{yy}$ is below 5% of that of $\rho_{xx}$. At the flat band between these maxima, $\Delta\rho_{xx}$ is about 0.1% of its value at the second maximum.

## Two limits and the range of validity

**Large orbits.** For $KR\gg1$ the denominator in (4) tends to one, and (8) gives

$$\frac{\Delta\rho_{xx}}{\rho_0}\approx\left(\frac{V_0}{E_F}\right)^2\frac{\lambda^2}{aR}\cos^2\left(\frac{2\pi R}{a}-\frac\pi4\right).$$

The envelope is proportional to $B$: a larger orbit averages the modulation more completely.

**Small orbits.** For $KR\ll1$, $J_0^2\approx1-s^2/2$, and since $\lambda/R=\omega\tau$,

$$\frac{\Delta\rho_{xx}}{\rho_0}\approx\frac12\left(\frac{V_0}{E_F}\right)^2(\omega\tau)^2 .$$

The growth as $B^2$ comes from the denominator. A collision moves the centre by much less than a period, so the drift keeps its direction through many collisions. This is a classical limit: since $\nu=k_FR/2$, the orbit must still be large compared with $1/k_F$. The parameters of the example below do not reach it, because there $\nu$ is only 3.3 at $KR=1$.

**Smoothing.** An energy spread $\delta E$ changes $s$ by $s\,\delta E/(2E_F)$, which must be small if the oscillations are to survive. A thermal spread $\delta E=\hbar\omega$ changes $s$ by $s/(2\nu)=K/k_F$, which is small for a smooth modulation. Such a spread averages over the Landau levels but does not remove them. With isotropic scattering and $\omega\tau\gg1$ the levels are narrower than their spacing, and the scattering rate then follows the density of states instead of being constant. The size of the resistance change can therefore differ substantially from the classical formula (4). The flat-band condition itself does not involve the scattering.

**Strength.** The modulation force must be small against the magnetic force: $V_0K/(ev_FB)=V_0KR/(2E_F)\ll1$. If scattering favours small angles, $\theta'$ is correlated with $\theta$ and the factor $J_0^2$ for one collision no longer holds.

## Worked example

Take the round model parameters $m=0.07\,m_e$, density $3\times10^{15}\ \mathrm{m^{-2}}$, $a=300$ nm, $V_0=0.1$ meV and $\lambda=6\ \mu$m. Then $k_F=\sqrt{2\pi\times3\times10^{15}}\ \mathrm{m^{-1}}=1.373\times10^8\ \mathrm{m^{-1}}$ and $E_F=10.26$ meV. The smoothness parameter is $K/(2k_F)=0.076$.

**Fields.** Equation (13) gives a period of $1.660\ \mathrm{T^{-1}}$. Following the sign changes of $U_n$ as the levels $n=4$ to $80$ pass through $E_F$ gives a mean spacing of $1.658\ \mathrm{T^{-1}}$. This mean depends slightly on the range. The first correction in (10) shortens the first intervals. The second lengthens every interval by the fraction $(K/k_F)^2/24\approx0.1\%$, so that at large $j$ the spacing approaches $1.661\ \mathrm{T^{-1}}$. The quarter rule puts the second flat band at $1/(1.660\times1.75)=0.344$ T, against 0.343 T from the zero of $J_0$. For $j=1$ the values are 0.803 T and 0.787 T, a difference of 2%.

**One level.** For $n=17$ the fourth flat band has $2R/a=3.771$, while the zero of $J_0$ gives 3.753. The last term of (10) is $\pi^2(3.75)^3/(96\times17.5^2)=0.018$ and accounts for the difference.

At the second flat band of this level, $B=0.331$ T, diagonalization leaves a width of $0.53\ \mu$eV. At $B=0.205$ T, where $|J_0|$ has a maximum, $U_{17}=0.3006$ and the first-order width is $2\times100\times0.3006=60.1\ \mu$eV. Diagonalization agrees to the digits shown, although $V_0/\hbar\omega=0.1/0.340=0.29$ is not very small.

**Resistance.** The following are values of the classical model, not predictions for a sample, where resolved Landau levels or small-angle scattering can change them considerably. With $K\lambda=125.66$ and $E_F=10.259$ meV the prefactor of (4) is $[0.1\times125.66/(2\times10.259)]^2=0.375$. The first two maxima after $s=0$, counted toward lower field, are:

- at 0.494 T, 7.26% from (4) and 7.27% from the Boltzmann equation;
- at 0.270 T, 3.71% and 3.72%.

At the first of these, $J_0^2/(1-J_0^2)=0.0726/0.375=0.194$, so $J_0^2=0.194/1.194=0.162$. Ignoring the memory of the orbit centre after a collision would give $0.375\times0.162=6.1\%$, clearly below the Boltzmann value. The remaining values are in the numerical output.

## Computed values

```
effective mass = 0.07 m_e; density = 3.0e+15 m^-2
period a = 300 nm; V0 = 0.1 meV
mean free path = 6 micrometre
Fermi wavenumber = 1.3729e+08 m^-1
Fermi energy = 10.259 meV; V0/EF = 0.00975
K/(2 kF) = 0.0763; K*mfp = 125.66
period in 1/B, formula = 1.6599 1/T
period in 1/B, level sweep = 1.6579 1/T
Flat-band fields at the Fermi energy:
 j=1: quarter rule 0.8033 T, J0 zero 0.7870 T
 j=2: quarter rule 0.3443 T, J0 zero 0.3429 T
 j=3: quarter rule 0.2191 T, J0 zero 0.2187 T
 j=4: quarter rule 0.1607 T, J0 zero 0.1605 T
Flat-band diameter 2R/a for level n = 17:
 j=1: Laguerre 0.7656, J0 0.7655, rule 0.75
 j=2: Laguerre 1.7588, J0 1.7571, rule 1.75
 j=3: Laguerre 2.7615, J0 2.7546, rule 2.75
 j=4: Laguerre 3.7712, J0 3.7534, rule 3.75
Band of level n = 17:
 flat, j=2: B = 0.3310 T, X = 0.43615
  hbar*omega_c = 0.5474 meV, U_n = -0.00000
  width: first order 0.000 microeV, diagonalized 0.528 microeV
 J0 maximum: B = 0.2053 T, X = 0.70312
  hbar*omega_c = 0.3396 meV, U_n = 0.30060
  width: first order 60.120 microeV, diagonalized 60.109 microeV
Resistance maxima, relative change of rho_xx:
 B = 0.4939 T, K*R = 3.8317, omega_c*tau = 32.80
  formula 7.262 %, Boltzmann 7.269 %
 B = 0.2698 T, K*R = 7.0156, omega_c*tau = 17.91
  formula 3.713 %, Boltzmann 3.723 %
Checks:
 residual width ratio on doubling V0 = 4.000
 largest |U_n - orbit average|, n=30: 1.93e-03
 largest |U_n - orbit average|, n=60: 4.91e-04
 Boltzmann change at flat band / at maximum = 0.00087
```
